\section*{Direct transitions and photon momentum in valence photoemission from tungsten and aluminium, part 2}

The text asks what share of valence photoemission from tungsten and aluminium is direct, how far the photon momentum shifts the band map, and when the spectrum becomes a density of states. Photon energies $E$ run from 100 eV to 6 keV.

A harmonic crystal at temperature $T$ has $N$ atoms of mass $M$ at $\mathbf R_j+\mathbf u_j$, with momenta $\mathbf p_j$ and vibrational states $|n\rangle,|f\rangle$; $H|n\rangle=E_n|n\rangle$. Each atom carries one orbital, with Fourier transform $\tilde\phi$. Hopping is fixed, the band energy is $\varepsilon(\mathbf k)$, and the final state is a plane wave $\mathbf K$. The photon has polarization $\boldsymbol\epsilon$ and wavevector $\boldsymbol\kappa$, $\kappa=E/\hbar c$; $\mathbf Q=\mathbf K-\boldsymbol\kappa$. Inside the solid the kinetic energy is $\mathcal T=E+E_0$, with $E_0$ the depth of the final-band zero below $E_F$:
\begin{equation}
(\hbar cK)^2=\mathcal T^2+2mc^2\mathcal T,\qquad
K^2=\frac{2m}{\hbar^2}\,\mathcal T\left(1+\frac{\mathcal T}{2mc^2}\right),
\label{kin}
\end{equation}
\begin{equation}
\frac{\kappa}{K}\simeq\frac{E}{\sqrt{2mc^2E}}=\sqrt{\frac{E}{2mc^2}} .
\label{ratio}
\end{equation}
Direct transitions obey, with $\mathbf G$ a reciprocal-lattice vector,
\begin{equation}
\mathbf K=\mathbf k+\mathbf G+\boldsymbol\kappa .
\label{select}
\end{equation}
The amplitude $\hat a_{\mathbf k}=\frac1N\sum_je^{i(\mathbf k-\mathbf Q)\cdot\mathbf R_j}e^{-i\mathbf Q\cdot\mathbf u_j}$ gives band state $\mathbf k$ the thermal weight
\begin{equation}
P(\mathbf k)=\frac1N\sum_l e^{i(\mathbf k-\mathbf Q)\cdot\mathbf R_l}\,D_l,\qquad D_l=e^{-Q^2[C(0)-C(l)]}.
\label{P}
\end{equation}
Here $C(l)$ is the isotropic displacement correlation at separation $\mathbf R_l$, and $C(0)=\langle u_x^2\rangle$. With $2W=Q^2\langle u_x^2\rangle$, the phonon orders $s$ are
\begin{equation}
P(\mathbf k)=\sum_{s=0}^\infty P_s(\mathbf k),\qquad
P_s(\mathbf k)=e^{-2W}\frac{Q^{2s}}{s!}\,\frac1N\sum_le^{i(\mathbf k-\mathbf Q)\cdot\mathbf R_l}\,C(l)^s .
\label{orders}
\end{equation}
The direct (coherent) term $s=0$ has weight $e^{-2W}$. For phonon frequencies $\omega_q$,
\begin{equation}
C(l)=\frac1N\sum_{\mathbf q\neq0}c_q\,e^{i\mathbf q\cdot\mathbf R_l},\qquad c_q=\frac{\hbar}{2M\omega_q}\coth\frac{\hbar\omega_q}{2k_BT}.
\label{Cq}
\end{equation}
With $\mathbf q=\mathbf Q-\mathbf G-\mathbf k$, the one-phonon term is
\begin{equation}
P_1(\mathbf k)=e^{-2W}\,Q^2\,\frac{c_q}{N}.
\label{P1}
\end{equation}

\subsection*{When the spectrum becomes a density of states}

A small $e^{-2W}$ takes the weight out of the sharp peak, but by (\ref{P1}) the phonon-assisted weight is bunched around the direct $\mathbf k$, so the remainder keeps part of the dispersion of the band. To measure this, take any function of the band energy and expand it in lattice harmonics, $F(\varepsilon(\mathbf k))=\sum_mF_me^{i\mathbf k\cdot\mathbf R_m}$. In $\sum_{\mathbf k}P(\mathbf k)e^{i\mathbf k\cdot\mathbf R_m}$ the zone sum forces $\mathbf R_l=-\mathbf R_m$, the phase $e^{-i\mathbf Q\cdot\mathbf R_l}$ becomes $e^{i\mathbf Q\cdot\mathbf R_m}$, and $D_{-m}=D_m$. Therefore
\begin{equation}
\langle F\rangle_{\mathbf Q}=\sum_{\mathbf k}P(\mathbf k)F(\varepsilon(\mathbf k))=F_0+\sum_{m\neq0}F_m\,D_m\,e^{i\mathbf Q\cdot\mathbf R_m}.
\label{F}
\end{equation}
Here $F_0=N^{-1}\sum_{\mathbf k}F(\varepsilon(\mathbf k))$ is the uniform zone average. If $F$ is the Fermi function times a resolution function centred on the energy being measured, then $\langle F\rangle_{\mathbf Q}$ is the spectrum and $F_0$ is the occupied density of states at that resolution. This reading neglects the energy given to the phonons, which is examined below. All dependence on direction sits in the terms $m\neq0$, and it obeys the bound
\begin{equation}
|\langle F\rangle_{\mathbf Q}-F_0|\le\max_{m\ne0}D_m\,\sum_{m\neq0}|F_m| .
\end{equation}
The spectrum tends to the density of states, times the factor $|\boldsymbol\epsilon\cdot\mathbf K|^2|\tilde\phi(\mathbf Q)|^2$, when the largest $D_m$ tends to zero. The bound fixes the limit and not the rate: for a window narrow compared with the band, $\sum_{m\neq0}|F_m|$ exceeds $F_0$ by a large factor. The largest $D_m$ belongs to the most strongly correlated pair of atoms, whose relative displacement is smallest. Every $D_m$ falls smoothly with $Q^2$, so there is no sharp crossover, and any marker energy rests on a chosen threshold.

For a nearest-neighbour band $\varepsilon(\mathbf k)=-t\sum_{\boldsymbol\delta}e^{i\mathbf k\cdot\boldsymbol\delta}$, measured from the on-site energy, take $F=\varepsilon$. Then $F_0=0$, the only harmonics are $F_{\boldsymbol\delta}=-t$, and all neighbours share one factor:
\begin{equation}
\bar\varepsilon(\mathbf Q)=D\,\varepsilon(\mathbf Q),\qquad D=e^{-2W(1-c)},\qquad c=\frac{C(\boldsymbol\delta)}{C(0)} .
\label{D}
\end{equation}
Because $e^{i\mathbf G\cdot\boldsymbol\delta}=1$, $\varepsilon(\mathbf Q)$ is the band energy at the direct $\mathbf k$. The centroid of the spectrum disperses like the band, with amplitude reduced by $D$. In terms of (\ref{orders}), order $s$ has weight $e^{-2W}(2W)^s/s!$ and centroid $c^s\varepsilon(\mathbf Q)$, and $\sum_se^{-2W}(2Wc)^s/s!=D$. Each phonon order keeps a fraction $c$ of the memory of $\mathbf k$. Removing the term $s=0$ and dividing by the remaining weight shows that the phonon-assisted part alone disperses with the relative amplitude $(D-e^{-2W})/(1-e^{-2W})$, which tends to $c$ for small $2W$ and to zero for large $2W$. A model in which the non-direct weight is spread evenly over the zone corresponds to $c=0$ and gives $\bar\varepsilon=e^{-2W}\varepsilon(\mathbf Q)$.

The program tests these statements on an $8^3$ simple cubic lattice. The band and the phonons are diagonalized in real space, displacements are drawn from the quantum thermal distribution, and the plane-wave phases are projected on the band eigenvectors. The correlation, computed separately from (\ref{Cq}), is $c=0.197$. At $e^{-2W}=0.5$ the coherent weight is 0.5004 and $\bar\varepsilon/\varepsilon=0.5733$, against $D=0.5731$. At $e^{-2W}=0.1$ the coherent weight is 0.1002 and $\bar\varepsilon/\varepsilon=0.1579$, against $D=0.1573$. Both formulas hold within five standard errors, up to a small sampling bias in the coherent weight, and the even-background centroid is excluded by more than ten. The program also measures half the summed absolute difference between the level weights and the density of states. At $2W=12$ it prints 0.0012, which is the level of the sampling noise of 4000 draws and shows only that the distance is small. At $e^{-2W}=0.1$ it prints 0.129; an even background would give $e^{-2W}$ times the fraction of states outside the direct level, which is below 0.1.

Tungsten and aluminium have several partly filled bands and longer-range hopping, so for them (\ref{D}) is an indicator of the surviving angular contrast through (\ref{F}) and not a predicted centroid.

\subsection*{Recoil}

The energy given to the lattice has an exact mean. In the zone sum of $|\langle f|\hat a_{\mathbf k}|n\rangle|^2$ only $j=j'$ survives, so the lattice is left in the state $e^{-i\mathbf Q\cdot\mathbf u_j}|n\rangle$. From $e^{iQx}p\,e^{-iQx}=p-\hbar Q$, and because the potential energy commutes with the exponential,
\begin{equation}
e^{i\mathbf Q\cdot\mathbf u_j}(H-E_n)e^{-i\mathbf Q\cdot\mathbf u_j}=H-E_n-\frac{\hbar\,\mathbf Q\cdot\mathbf p_j}{M}+\frac{\hbar^2Q^2}{2M}.
\end{equation}
In equilibrium $\langle\mathbf p_j\rangle=0$, so the mean energy transfer is
\begin{equation}
E_R=\frac{\hbar^2Q^2}{2M}\simeq\frac mM\,E ,
\label{ER}
\end{equation}
for any interatomic potential; the last form uses $Q^2\simeq2mE/\hbar^2$. The oscillator test gives $3.1250=2.5^2/2$ with and without the quartic term. Acting on $|n\rangle$, the operator above leaves $(E_R-\hbar\mathbf Q\cdot\mathbf p_j/M)|n\rangle$, whose squared norm shows that the variance of the transfer is $\hbar^2Q^2\langle p_x^2\rangle/M^2$. In the classical limit $\langle p_x^2\rangle=Mk_BT$ and the variance is $2E_Rk_BT$. The centroid of the measured spectrum of a full band is thus $D\varepsilon(\mathbf Q)-E_R$, and the reading of (\ref{F}) as a line shape requires a resolution coarser than $E_R$ and than this width.

\subsection*{Debye model for the displacements}

Set $\omega=vq$ inside a sphere holding $N$ wavevectors, $\tfrac{4\pi}{3}q_D^3=(2\pi)^3/\Omega_0$, so $q_D=(6\pi^2/\Omega_0)^{1/3}$ for a cell volume $\Omega_0$, and $\hbar vq_D=k_B\Theta$. Then $N^{-1}\sum_{\mathbf q}\to(3/4\pi q_D^3)\int d^3q$. The angular average of $e^{i\mathbf q\cdot\mathbf R}$ is $\sin(qR)/qR$. With $\tau=q/q_D$, $x=\Theta/T$ and $y=q_DR$, the measure becomes $3\tau^2d\tau$ and $\hbar/2M\omega=\hbar^2/(2Mk_B\Theta\,\tau)$, so (\ref{Cq}) reads
\begin{equation}
C(R)=\frac{3\hbar^2}{2Mk_B\Theta}\int_0^1d\tau\,\tau\,\coth\frac{x\tau}{2}\,\frac{\sin y\tau}{y\tau}.
\label{CR}
\end{equation}
At $y=0$ use $\coth(\xi/2)=1+2/(e^\xi-1)$ with $\xi=x\tau$. The first term integrates to $1/2$ and the second to $2I(x)/x^2$:
\begin{equation}
\langle u_x^2\rangle=\frac{3\hbar^2}{Mk_B\Theta}\left[\frac14+\frac{I(x)}{x^2}\right],\qquad I(x)=\int_0^x\frac{\xi\,d\xi}{e^\xi-1}.
\label{u2}
\end{equation}
Expanding $1/(e^\xi-1)=\sum_{n\ge1}e^{-n\xi}$ and using $\int_x^\infty\xi e^{-n\xi}d\xi=(x/n+1/n^2)e^{-nx}$, the tail of the integral is $-x\ln(1-e^{-x})+\mathrm{Li}_2(e^{-x})$. At $x=0$ it equals $\sum n^{-2}=\pi^2/6$, so
\begin{equation}
I(x)=\frac{\pi^2}{6}+x\ln(1-e^{-x})-\mathrm{Li}_2(e^{-x}).
\end{equation}
For $x\gg1$ the bracket in (\ref{u2}) is $\tfrac14+\pi^2/6x^2$ up to exponentially small terms. For small $x$, integrating $\xi/(e^\xi-1)=1-\xi/2+\xi^2/12-\xi^4/720+\dots$ gives $I/x^2=1/x-\tfrac14+x/36-x^3/3600+\dots$, and the $\tfrac14$ cancels. Multiplying by $Q^2=2ME_R/\hbar^2$ gives the two limits
\begin{equation}
2W\to\frac{3E_R}{2k_B\Theta}\quad(T\to0),\qquad 2W\to\frac{6E_R\,T}{k_B\Theta^2}\quad(T\gg\Theta).
\label{limits}
\end{equation}
With (\ref{ER}), $2W$ is proportional to $E/(M\Theta)$ in the cold limit and to $ET/(M\Theta^2)$ in the hot limit. Cooling cannot reduce $2W$ below the zero-point value.

The correlation follows from (\ref{CR}). In the hot limit $\coth(x\tau/2)\to2/x\tau$, the integrand loses its factor $\tau$, and $c=\int_0^1(\sin y\tau/y\tau)\,d\tau=\mathrm{Si}(y)/y$. In the cold limit $\coth\to1$, the numerator is $\int_0^1(\sin y\tau/y)\,d\tau=(1-\cos y)/y^2$ and the denominator is $1/2$, so $c=2(1-\cos y)/y^2$. The hot value is larger because $c_q\propto q^{-2}$ weights long waves, in which neighbours move together, more than $c_q\propto q^{-1}$ does. For bcc, $\Omega_0=a^3/2$ and $R=\sqrt3a/2$ give $y=4.253$; for fcc, $\Omega_0=a^3/4$ and $R=a/\sqrt2$ give $y=4.375$. Both are independent of $a$. The limits are $c=0.401$ (hot) and $0.160$ (cold) for bcc, and $0.384$ and $0.139$ for fcc.

In both limits of the Debye model the nearest neighbours are the most correlated. The derivative of $\mathrm{Si}(y)/y$ is $[\sin y-\mathrm{Si}(y)]/y^2$, which is negative for $y>\pi$ because $\mathrm{Si}(y)>1$ there. The cold form is a product of two decreasing positive factors for $\pi<y<2\pi$, and beyond $2\pi$ it is bounded by $4/y^2<1/\pi^2$, below both cold values. The program checks (\ref{u2}) and $c$ against explicit mode sums over the Debye sphere, and checks the limits of $c$ and (\ref{limits}).

\subsection*{The photon-momentum shift}

By (\ref{select}) the photon adds the same vector $\boldsymbol\kappa$ to every transition. In (\ref{P}) it enters only through $\mathbf Q$, so for a collimated monochromatic beam it translates the map rigidly and blurs nothing. A beam divergence $\delta\theta$ smears the map by $\kappa\,\delta\theta$.

Take incidence close to grazing and emission near the normal, so that $\boldsymbol\kappa\perp\mathbf K$ and $Q^2=K^2+\kappa^2$. The grazing angle $\alpha$ is assumed to lie above the range of total external reflection. Near 100 eV that range can exceed ten degrees, and the parallel component $\kappa\cos\alpha$ is then a few per cent below the $\kappa$ used here. The component of $\mathbf K$ parallel to the surface is conserved on exit. A state with $(\mathbf k+\mathbf G)_\parallel=0$, which would be emitted along the normal if $\kappa$ were zero, leaves at the angle
\begin{equation}
\Delta\vartheta=\arcsin\frac{\kappa}{K_{\rm vac}},
\end{equation}
where $K_{\rm vac}$ follows from (\ref{kin}) with $\mathcal T=E-\Phi$ and $\Phi$ is the work function. By (\ref{ratio}), $\Delta\vartheta\simeq\sqrt{E/2mc^2}$, nearly independent of the material.

The natural yardstick is the distance from $\Gamma$ to the zone boundary along [100]. The Bragg plane of $\mathbf G=(2\pi/a)(h,k,l)$ with $h>0$ cuts that axis at $G^2/2G_x=(2\pi/a)(h^2+k^2+l^2)/2h$. For $h\ge2$ the last factor is at least $h/2\ge1$, with equality for (200), which is allowed in both lattices. For $h=1$, bcc requires $h+k+l$ even, so $k^2+l^2\ge1$ and the factor is at least 1; fcc requires all indices odd and the factor is at least $3/2$. The boundary is at $2\pi/a$ in both cases, the point H for bcc and X for fcc. The shift in these units, $\kappa a/2\pi$, is linear in $E$: the shift angle grows as $E^{1/2}$ while the angle subtended by $2\pi/a$ shrinks as $E^{-1/2}$.

For a general angle $\theta$ between $\boldsymbol\kappa$ and $\mathbf K$, $Q^2=K^2+\kappa^2-2K\kappa\cos\theta$, so $2W$ changes by the relative amount $-2(\kappa/K)\cos\theta$ to first order in $\kappa/K$.

The surviving dispersion of a nearest-neighbour band, the mean recoil energy, the Debye displacements and the photon-momentum shift now have explicit formulas. What remains is to evaluate them for tungsten and aluminium, to locate the marker energies of the gradual change to a density of states, and to say where the estimate fails.
